# The Page-McIver Local Quadratic Step for Steepest-Descent Reaction Paths: test program

```python
"""Local quadratic approximation (Page-McIver) to the steepest-descent path.

Path: dq/ds = -g/|g| in mass-weighted coordinates q = sqrt(m) x.
On a quadratic surface with gradient g0 and Hessian H (eigenpairs lam_i, u_i):
  q(t) - q0 = -sum_i u_i g_i (1 - exp(-lam_i t))/lam_i,   g_i = u_i.g0
  s(t) = integral_0^t sqrt(sum_i g_i^2 exp(-2 lam_i t')) dt'
Curvature vector: kappa = -(H v - (v.H v) v)/|g|,  v = -g/|g|.
At a first-order saddle with H v = lam v and third derivatives T:
  (2 lam - H) kappa = T(v,v) - (v.T(v,v)) v.
Example units: length pm, mass u, time fs; t is in fs^2, s in u^(1/2) pm.
"""
from itertools import permutations
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

norm = np.linalg.norm


def decay_integral(lam, t):
    """Integral of exp(-lam t') from 0 to t, including lam = 0."""
    safe = np.where(lam == 0.0, 1.0, lam)
    return np.where(lam == 0.0, t, -np.expm1(-safe * t) / safe)


def arc_length(lam, g_modes, t):
    return quad(lambda u: norm(g_modes * np.exp(-lam * u)), 0.0, t,
                epsabs=1e-13, epsrel=1e-12, limit=200)[0]


def lqa_step(gradient, hessian, length):
    """Displacement and parameter t for a path of the given length."""
    lam, vectors = np.linalg.eigh(hessian)
    g_modes = vectors.T @ gradient
    active = np.abs(g_modes) > 1e-13 * norm(gradient)
    lam_a, g_a = lam[active], g_modes[active]
    if lam_a.min() > 0 and length >= arc_length(lam_a, g_a, np.inf):
        raise ValueError("requested length exceeds the whole path")
    upper = length / norm(gradient)
    while arc_length(lam_a, g_a, upper) < length:
        upper *= 2.0
    t = brentq(lambda u: arc_length(lam_a, g_a, u) - length, 0.0, upper,
               xtol=1e-15, rtol=1e-14)
    move = -vectors[:, active] @ (g_a * decay_integral(lam_a, t))
    return move, t


def curvature(gradient, hessian):
    v = -gradient / norm(gradient)
    hv = hessian @ v
    return -(hv - (v @ hv) * v) / norm(gradient)


def follow(direction, start, length):
    """Direct numerical integration; negative length goes uphill."""
    result = solve_ivp(lambda s, q: direction(q), (0.0, length), start,
                       method="DOP853", rtol=1e-12, atol=1e-14)
    assert result.success
    return result.y[:, -1]


def downhill(gradient_function):
    def direction(q):
        g = gradient_function(q)
        return -g / norm(g)
    return direction


# ---- worked example: two coordinates with round model parameters ----
mass = np.array([1.0, 16.0])                          # u
force_constants = np.array([[-50.0, 60.0], [60.0, 400.0]])  # N/m
slope = np.array([-2.0, 6.0])                         # dV/dx in nN
step = 20.0                                           # u^(1/2) pm
u_kg = const.atomic_mass
K = force_constants * 1e-30 / u_kg                    # u/fs^2
f0 = slope * 1e-9 / (u_kg * 1e18)                     # u pm/fs^2
root_m = np.sqrt(mass)
H = K / np.outer(root_m, root_m)
g0 = f0 / root_m
lam, modes = np.linalg.eigh(H)
modes = modes * np.sign(modes[0])
g_modes = modes.T @ g0
move, t_step = lqa_step(g0, H, step)
move_x = move / root_m


def cartesian_direction(x):
    f = f0 + K @ x
    return -(f / mass) / np.sqrt(np.sum(f * f / mass))


direct_x = follow(cartesian_direction, np.zeros(2), step)
assert np.allclose(move_x, direct_x, rtol=0, atol=1e-7)

energy_direct = f0 @ direct_x + 0.5 * direct_x @ K @ direct_x
energy_modes = -np.sum(g_modes**2 * decay_integral(2 * lam, t_step))
assert abs(energy_direct - energy_modes) < 1e-7 * abs(energy_direct)

kappa = curvature(g0, H)
h = 0.5
ahead = root_m * follow(cartesian_direction, np.zeros(2), h)
behind = root_m * follow(cartesian_direction, np.zeros(2), -h)
assert norm((ahead + behind) / h**2 - kappa) < 1e-3 * norm(kappa)
v0 = -g0 / norm(g0)
straight = v0 * step
taylor = straight + 0.5 * kappa * step**2
g_end = g0 + H @ move
kappa_end = curvature(g_end, H)

# ---- finite total length: modes with ratio 2 trace a parabola ----
a, b = 3.0, 2.0
parabola_lam = np.array([1.0, 2.0])
parabola_g = np.array([a, 2.0 * b])
total_length = arc_length(parabola_lam, parabola_g, np.inf)
ratio = b / a
parabola_exact = (0.5 * a * np.sqrt(1 + 4 * ratio**2)
                  + a * np.arcsinh(2 * ratio) / (4 * ratio))
assert abs(total_length - parabola_exact) < 1e-9
try:
    lqa_step(parabola_g, np.diag(parabola_lam), 1.01 * parabola_exact)
    refused = False
except ValueError:
    refused = True
assert refused

# ---- stiff valley with one zero eigenvalue ----
stiff_H = np.diag([0.0, 100.0])
stiff_g = np.array([-1.0, 0.1])
stiff_S = 0.5
stiff_lqa, _ = lqa_step(stiff_g, stiff_H, stiff_S)
stiff_ref = follow(downhill(lambda q: stiff_g + stiff_H @ q),
                   np.zeros(2), stiff_S)
stiff_taylor = (-stiff_g / norm(stiff_g) * stiff_S
                + 0.5 * curvature(stiff_g, stiff_H) * stiff_S**2)
assert norm(stiff_lqa - stiff_ref) < 1e-8
assert norm(stiff_taylor - stiff_ref) > 0.5

# ---- anharmonic surface: V = q.H3 q/2 + T(q,q,q)/6, saddle at origin ----
H3 = np.diag([-1.0, 0.8, 2.0])
T = np.zeros((3, 3, 3))
for index, value in {(0, 0, 0): 0.6, (0, 0, 1): 0.6,
                     (0, 0, 2): 0.4, (0, 1, 2): -0.25}.items():
    for p in set(permutations(index)):
        T[p] = value


def grad3(q):
    return H3 @ q + 0.5 * (T @ q) @ q


def hess3(q):
    return H3 + T @ q


path3 = downhill(grad3)
start = np.array([0.6, 0.5, -0.3])
g3 = grad3(start)
v3 = -g3 / norm(g3)

# curvature formula on the anharmonic surface
h = 0.004
second = (follow(path3, start, h) - 2 * start + follow(path3, start, -h)) / h**2
kappa3 = curvature(g3, hess3(start))
assert norm(second - kappa3) < 1e-3 * norm(kappa3)

# leading error of one step; two lengths remove the next order
Tvv = (T @ v3) @ v3
error_formula = -(Tvv - (v3 @ Tvv) * v3) / (6 * norm(g3))
scaled = []
for S in (0.02, 0.01):
    one_move, _ = lqa_step(g3, hess3(start), S)
    scaled.append((follow(path3, start, S) - start - one_move) / S**3)
error_measured = 2 * scaled[1] - scaled[0]
assert norm(error_measured - error_formula) < 0.02 * norm(error_formula)

# repeated steps with a fresh Hessian over a fixed length
path_length = 0.6
reference = follow(path3, start, path_length)
global_errors = []
for count in (20, 40):
    q = start.copy()
    for _ in range(count):
        q = q + lqa_step(grad3(q), hess3(q), path_length / count)[0]
    global_errors.append(norm(q - reference))
order = np.log2(global_errors[0] / global_errors[1])
assert abs(order - 2) < 0.2

# curvature at the saddle, from a path released very close to it
v_ts = np.array([1.0, 0.0, 0.0])
T_ts = (T @ v_ts) @ v_ts
kappa_ts = np.linalg.solve(2 * H3[0, 0] * np.eye(3) - H3,
                           T_ts - (v_ts @ T_ts) * v_ts)
offset = 1e-5
bends = []
for S in (0.04, 0.02):
    q = follow(path3, offset * v_ts, S - offset)
    bends.append(2 * (q - (q @ v_ts) * v_ts) / S**2)
kappa_ts_path = 2 * bends[1] - bends[0]
assert norm(kappa_ts_path - kappa_ts) < 0.01 * norm(kappa_ts)


def show(label, values, unit="", fmt=".5f"):
    text = " ".join(format(x, fmt) for x in np.atleast_1d(values))
    print(f"{label}: {text} {unit}".rstrip())


MW = "u^0.5 pm"
show("masses", mass, "u", ".1f")
show("force constants K11 K12 K22", force_constants[[0, 0, 1], [0, 1, 1]],
     "N/m", ".1f")
show("slopes dV/dx", slope, "nN", ".1f")
show("step length S", step, MW, ".1f")
show("mass-weighted H11 H12 H22", H[[0, 0, 1], [0, 1, 1]], "fs^-2", ".6f")
show("mass-weighted gradient", g0, "u^0.5 pm fs^-2")
show("gradient norm at start", norm(g0), "u^0.5 pm fs^-2")
show("eigenvalues", lam, "fs^-2", ".6f")
show("mode 1 vector", modes[:, 0])
show("mode 2 vector", modes[:, 1])
wavenumber = np.sqrt(-lam[0]) * 1e15 / (2 * np.pi * const.c * 100)
show("unstable mode, imaginary wavenumber", wavenumber, "cm^-1", ".1f")
show("gradient in modes", g_modes, "u^0.5 pm fs^-2")
for t in (4.0, 8.0, 12.0):
    show(f"arc length at t = {t:.0f} fs^2", arc_length(lam, g_modes, t), MW)
show("t for step S", t_step, "fs^2")
show("decay integrals of modes at that t", decay_integral(lam, t_step), "fs^2")
show("mass-weighted displacement", move, MW)
show("Cartesian displacement", move_x, "pm")
show("Cartesian displacement, direct integration", direct_x, "pm")
energy_J = energy_modes * u_kg * 1e6
show("energy change", energy_J * 1e21, "zJ", ".3f")
show("energy change converted", energy_J / const.e, "eV", ".4f")
show("unit tangent at start", v0)
show("curvature vector at start", kappa, "u^-0.5 pm^-1", ".6f")
show("curvature radius at start", 1 / norm(kappa), MW, ".2f")
show("gradient norm at end", norm(g_end), "u^0.5 pm fs^-2")
show("curvature radius at end", 1 / norm(kappa_end), MW, ".2f")
show("straight-step error", norm(straight - move), MW, ".4f")
show("quadratic Taylor-step error", norm(taylor - move), MW, ".4f")
show("parabola test a b (dimensionless)", [a, b], "", ".1f")
show("parabola total length (dimensionless)", total_length)
show("stiff valley S (dimensionless)", stiff_S, "", ".1f")
show("stiff valley LQA displacement (dimensionless)", stiff_lqa)
show("stiff valley Taylor displacement (dimensionless)", stiff_taylor)
show("anharmonic start point (dimensionless)", start, "", ".1f")
show("error/S^3, formula (dimensionless)", error_formula)
show("error/S^3, measured (dimensionless)", error_measured)
show("path length for order test (dimensionless)", path_length, "", ".1f")
show("global error, 20 and 40 steps (dimensionless)", global_errors, "", ".3e")
show("observed global order", order, "", ".3f")
show("saddle curvature, formula (dimensionless)", kappa_ts)
show("saddle curvature, path (dimensionless)", kappa_ts_path)
print("tests ok")
```

It prints:

```
masses: 1.0 16.0 u
force constants K11 K12 K22: -50.0 60.0 400.0 N/m
slopes dV/dx: -2.0 6.0 nN
step length S: 20.0 u^0.5 pm
mass-weighted H11 H12 H22: -0.030111 0.009033 0.015055 fs^-2
mass-weighted gradient: -1.20443 0.90332 u^0.5 pm fs^-2
gradient norm at start: 1.50554 u^0.5 pm fs^-2
eigenvalues: -0.031850 0.016795 fs^-2
mode 1 vector: 0.98196 -0.18911
mode 2 vector: 0.18911 0.98196
unstable mode, imaginary wavenumber: 947.5 cm^-1
gradient in modes: -1.35352 0.65926 u^0.5 pm fs^-2
arc length at t = 4 fs^2: 6.31362 u^0.5 pm
arc length at t = 8 fs^2: 13.29346 u^0.5 pm
arc length at t = 12 fs^2: 21.07069 u^0.5 pm
t for step S: 11.47521 fs^2
decay integrals of modes at that t: 13.85289 10.43717 fs^2
mass-weighted displacement: 17.11065 -10.30241 u^0.5 pm
Cartesian displacement: 17.11065 -2.57560 pm
Cartesian displacement, direct integration: 17.11065 -2.57560 pm
energy change: -58.312 zJ
energy change converted: -0.3640 eV
unit tangent at start: 0.80000 -0.60000
curvature vector at start: 0.007632 0.010176 u^-0.5 pm^-1
curvature radius at start: 78.62 u^0.5 pm
gradient norm at end: 2.02507 u^0.5 pm fs^-2
curvature radius at end: 160.96 u^0.5 pm
straight-step error: 2.0286 u^0.5 pm
quadratic Taylor-step error: 0.5356 u^0.5 pm
parabola test a b (dimensionless): 3.0 2.0
parabola total length (dimensionless): 3.73594
stiff valley S (dimensionless): 0.5
stiff valley LQA displacement (dimensionless): 0.49998 -0.00100
stiff valley Taylor displacement (dimensionless): 0.62006 1.17562
anharmonic start point (dimensionless): 0.6 0.5 -0.3
error/S^3, formula (dimensionless): -0.02454 -0.01986 -0.00411
error/S^3, measured (dimensionless): -0.02456 -0.01986 -0.00408
path length for order test (dimensionless): 0.6
global error, 20 and 40 steps (dimensionless): 3.180e-05 7.919e-06
observed global order: 2.006
saddle curvature, formula (dimensionless): -0.00000 -0.21429 -0.10000
saddle curvature, path (dimensionless): 0.00000 -0.21429 -0.10000
tests ok
```
